# Seeded lateral epitaxy: success probability in ending and long strips: verification in Python

```python
"""
Seeded lateral solid-phase epitaxy in a strip of width w and thickness h.
Result under test, with N = I h w L^2 / (2 v):
  strip ending at L:          P = exp(-N)
  strip continuing past L:    P = exp(-(1 + u/v) N)
I: nucleation rate per volume and time; v: seeded front speed;
u: growth speed of random grains; L: target length.
The lattice simulation nucleates and grows grains directly. It does not
use the space-time area from which the formulas are derived.
Internal units of the worked example: micrometre, second, kelvin, eV.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import quad, dblquad

rng = np.random.default_rng(71423)


def expected_blockers(line_rate, length, front_speed, grain_speed, lag=0.0):
    """Mean number of blocking nuclei; lag = incubation minus start delay >= 0."""
    active_length = max(length - front_speed * lag, 0.0)
    return (line_rate * (1 + grain_speed / front_speed)
            * active_length**2 / (2 * front_speed))


def lattice_success(length, width, rate, growth_period, long_strip,
                    delay=0, incubation=0, only_outside=False, samples=5000):
    """Fraction of strips whose front crosses 'length' columns unblocked.

    The front moves one column per step. Grains grow one cell every
    growth_period steps. The column being crossed is amorphous for half
    of the step on average, so it nucleates at half rate.
    """
    steps = delay + length
    extra = steps // growth_period + 1 if long_strip else 0
    columns = length + extra
    grain = np.zeros((samples, width, columns), dtype=bool)
    unblocked = np.ones(samples, dtype=bool)
    for step in range(steps):
        front = step - delay
        start = max(front, 0)
        if step >= incubation:
            chance = np.full(columns - start, rate, dtype=np.float32)
            if front >= 0:
                chance[0] *= 0.5
            if only_outside:
                chance[:max(length - start, 0)] = 0.0
            draw = rng.random((samples, width, columns - start),
                              dtype=np.float32)
            # A draw in an existing grain leaves that cell unchanged.
            grain[:, :, start:] |= draw < chance
        if front >= 0:
            unblocked &= ~grain[:, :, front].any(axis=1)
        if step % growth_period == growth_period - 1:
            old = grain.copy()
            grain[:, :, :-1] |= old[:, :, 1:]
            grain[:, :, 1:] |= old[:, :, :-1]
            grain[:, :-1, :] |= old[:, 1:, :]
            grain[:, 1:, :] |= old[:, :-1, :]
    return unblocked.mean()


# Lattice tests: statistical error plus 0.01 for the finite cell and time step.
cells = 60
cell_rate = 2 / (4 * cells**2)
sample_count = 5000


def compare(label, simulated, mean_count):
    predicted = np.exp(-mean_count)
    sigma = np.sqrt(predicted * (1 - predicted) / sample_count)
    print(f"Lattice {label}: simulated {simulated:.3f}, formula {predicted:.3f}")
    assert abs(simulated - predicted) < 4 * sigma + 0.01, label


compare("ending strip, 4 cells wide",
        lattice_success(cells, 4, cell_rate, 2, False),
        expected_blockers(4 * cell_rate, cells, 1.0, 0.0))
compare("ending strip, 8 cells wide",
        lattice_success(cells, 8, cell_rate, 2, False),
        expected_blockers(8 * cell_rate, cells, 1.0, 0.0))
compare("long strip, u/v = 0.5",
        lattice_success(cells, 4, cell_rate, 2, True),
        expected_blockers(4 * cell_rate, cells, 1.0, 0.5))
compare("long strip, u/v = 1",
        lattice_success(cells, 4, cell_rate, 1, True),
        expected_blockers(4 * cell_rate, cells, 1.0, 1.0))
compare("outside nuclei only, u/v = 1",
        lattice_success(cells, 4, cell_rate, 1, True, only_outside=True),
        4 * cell_rate * cells**2 / 2)
compare("long strip, incubation 25, delay 10 steps",
        lattice_success(cells, 4, cell_rate, 2, True, delay=10, incubation=25),
        expected_blockers(4 * cell_rate, cells, 1.0, 0.5, lag=15))
compare("ending strip, delay 10 steps",
        lattice_success(cells, 4, cell_rate, 2, False, delay=10),
        4 * cell_rate * (cells**2 / 2 + cells * 10))

# Round parameters in the rough regime of amorphous silicon on oxide.
temperature = 873.0
thickness = 0.100
width = 0.200
target = 3.0
front_speed = 1.0e-4
grain_speed = 0.5e-4
nucleation_cm3 = 3.0e8
nucleation = nucleation_cm3 * 1e-12
line_rate = nucleation * thickness * width

count_end = expected_blockers(line_rate, target, front_speed, 0.0)
count_long = expected_blockers(line_rate, target, front_speed, grain_speed)
count_equal = expected_blockers(line_rate, target, front_speed, front_speed)
anneal_time = target / front_speed
scale_length = np.sqrt(2 * front_speed
                       / ((1 + grain_speed / front_speed) * line_rate))
mean_length = np.sqrt(np.pi) * scale_length / 2

# Continuous test: random nuclei in space-time, then first contact for each strip.
strips = 20000
largest_length = 4 * scale_length
x_range = largest_length * (1 + grain_speed / front_speed)
t_range = largest_length / front_speed
numbers = rng.poisson(line_rate * x_range * t_range, strips)
owner = np.repeat(np.arange(strips), numbers)
birth_x = rng.random(owner.size) * x_range
birth_t = rng.random(owner.size) * t_range
ahead = birth_x > front_speed * birth_t
contact = (front_speed * (birth_x + grain_speed * birth_t)
           / (front_speed + grain_speed))
first_contact = np.full(strips, largest_length)
np.minimum.at(first_contact, owner[ahead], contact[ahead])
sampled_mean = first_contact.mean()
sampled_success = np.mean(first_contact > target)
mean_error = first_contact.std() / np.sqrt(strips)
success_error = np.sqrt(np.exp(-count_long)
                        * (1 - np.exp(-count_long)) / strips)
assert abs(sampled_mean - mean_length) < 4 * mean_error
assert abs(sampled_success - np.exp(-count_long)) < 4 * success_error
integrated_mean = quad(lambda x: np.exp(-expected_blockers(
    line_rate, x, front_speed, grain_speed)), 0, 8 * scale_length)[0]
assert abs(integrated_mean / mean_length - 1) < 1e-7

# Width allowed for 90 percent success, checked by direct evaluation.
goal = 0.90
width_end = -np.log(goal) * width / count_end
width_long = -np.log(goal) * width / count_long
check_count = expected_blockers(nucleation * thickness * width_long,
                                target, front_speed, grain_speed)
assert abs(np.exp(-check_count) - goal) < 1e-12

# Neglected effects, using rough scenarios.
incubation = 7200.0
seed_delay = thickness / front_speed
net_lag = incubation - seed_delay
count_lag = expected_blockers(line_rate, target, front_speed,
                              grain_speed, net_lag)
count_delay = line_rate * (target**2 / (2 * front_speed)
                           + target * seed_delay)

# A 45 degree front tilt delays the trailing edge by one strip width.
tilt_integral = dblquad(lambda y, x: (x + y) / front_speed,
                        0, target, 0, width)[0]
count_tilt = nucleation * thickness * tilt_integral
assert abs(count_tilt / count_end - (1 + width / target)) < 1e-9

# A thin interface layer nucleates faster than the rest of the film.
layer_thickness = 0.005
layer_enhancement = 10.0
layer_factor = 1 + (layer_enhancement - 1) * layer_thickness / thickness

# Arrhenius changes about the reference temperature.
boltzmann_ev = Boltzmann / elementary_charge
growth_energy = 2.7
nucleation_energy = 5.0


def rates_at(new_temperature):
    inverse_change = (1 / new_temperature - 1 / temperature) / boltzmann_ev
    growth_factor = np.exp(-growth_energy * inverse_change)
    nucleation_factor = np.exp(-nucleation_energy * inverse_change)
    return growth_factor, nucleation_factor


def count_at(new_temperature):
    growth_factor, nucleation_factor = rates_at(new_temperature)
    return expected_blockers(line_rate * nucleation_factor, target,
                             front_speed * growth_factor,
                             grain_speed * growth_factor)


def scale_at(new_temperature):
    return target / np.sqrt(count_at(new_temperature))


step_k = 0.05
numeric_slope = (np.log(scale_at(temperature + step_k))
                 - np.log(scale_at(temperature - step_k))) / (2 * step_k)
formula_slope = (-(nucleation_energy - growth_energy)
                 / (2 * boltzmann_ev * temperature**2))
assert abs(numeric_slope / formula_slope - 1) < 1e-5
count_hot = count_at(temperature + 5)
count_cool = count_at(temperature - 20)
time_cool = anneal_time / rates_at(temperature - 20)[0]

print(f"Temperature: {temperature:.0f} K")
print(f"Film thickness h: {thickness * 1000:.0f} nm")
print(f"Strip width w: {width * 1000:.0f} nm")
print(f"Target length L: {target:.1f} um")
print(f"Seeded front speed v: {front_speed * 1000:.2f} nm/s")
print(f"Random grain speed u: {grain_speed * 1000:.2f} nm/s")
print(f"Nucleation rate I: {nucleation_cm3:.1e} cm^-3 s^-1")
print(f"Nucleation rate per strip length I h w: {line_rate:.2e} um^-1 s^-1")
print(f"Anneal time L/v: {anneal_time:.0f} s = {anneal_time / 3600:.2f} h")
print(f"Mean blockers, ending strip: {count_end:.3f}")
print(f"Success probability, ending strip: {np.exp(-count_end):.3f}")
print(f"Mean blockers, long strip: {count_long:.3f}")
print(f"Success probability, long strip: {np.exp(-count_long):.3f}")
print(f"Success probability, sampled long strips: {sampled_success:.3f}")
print(f"Mean blockers, long strip if u = v: {count_equal:.3f}")
print(f"Success probability, long strip if u = v: {np.exp(-count_equal):.3f}")
print(f"Length scale Lambda, long strip: {scale_length:.2f} um")
print(f"Mean epitaxial length, formula: {mean_length:.2f} um")
print(f"Mean epitaxial length, sampled: {sampled_mean:.2f} um")
print(f"Width for {goal:.0%} success, ending strip: {width_end * 1000:.0f} nm")
print(f"Width for {goal:.0%} success, long strip: {width_long * 1000:.0f} nm")
print(f"Assumed incubation time: {incubation:.0f} s")
print(f"Seed-window delay h/v: {seed_delay:.0f} s")
print(f"Long-strip blockers with incubation and delay: {count_lag:.3f}")
print(f"Long-strip success with incubation and delay: {np.exp(-count_lag):.3f}")
print(f"Ending-strip blockers with delay alone: {count_delay:.3f}")
print(f"Ending-strip blockers with 45 degree front tilt: {count_tilt:.3f}")
print(f"Assumed active interface layer: {layer_thickness * 1000:.0f} nm")
print(f"Assumed nucleation enhancement in layer: {layer_enhancement:.0f} times")
print(f"Blocker count factor from active layer: {layer_factor:.2f}")
print(f"Long-strip success with active layer: "
      f"{np.exp(-count_long * layer_factor):.3f}")
print(f"Assumed growth activation energy: {growth_energy:.1f} eV")
print(f"Assumed nucleation activation energy: {nucleation_energy:.1f} eV")
print(f"Slope d ln(Lambda)/dT: {formula_slope:.4f} K^-1")
print(f"Long-strip blockers at 5 K higher temperature: {count_hot:.3f}")
print(f"Long-strip blockers at 20 K lower temperature: {count_cool:.3f}")
print(f"Long-strip success at 20 K lower temperature: {np.exp(-count_cool):.3f}")
print(f"Anneal time at 20 K lower temperature: {time_cool / 3600:.1f} h")
print("no test failed")
```

It prints:

```
Lattice ending strip, 4 cells wide: simulated 0.365, formula 0.368
Lattice ending strip, 8 cells wide: simulated 0.130, formula 0.135
Lattice long strip, u/v = 0.5: simulated 0.217, formula 0.223
Lattice long strip, u/v = 1: simulated 0.133, formula 0.135
Lattice outside nuclei only, u/v = 1: simulated 0.381, formula 0.368
Lattice long strip, incubation 25, delay 10 steps: simulated 0.432, formula 0.430
Lattice ending strip, delay 10 steps: simulated 0.255, formula 0.264
Temperature: 873 K
Film thickness h: 100 nm
Strip width w: 200 nm
Target length L: 3.0 um
Seeded front speed v: 0.10 nm/s
Random grain speed u: 0.05 nm/s
Nucleation rate I: 3.0e+08 cm^-3 s^-1
Nucleation rate per strip length I h w: 6.00e-06 um^-1 s^-1
Anneal time L/v: 30000 s = 8.33 h
Mean blockers, ending strip: 0.270
Success probability, ending strip: 0.763
Mean blockers, long strip: 0.405
Success probability, long strip: 0.667
Success probability, sampled long strips: 0.672
Mean blockers, long strip if u = v: 0.540
Success probability, long strip if u = v: 0.583
Length scale Lambda, long strip: 4.71 um
Mean epitaxial length, formula: 4.18 um
Mean epitaxial length, sampled: 4.17 um
Width for 90% success, ending strip: 78 nm
Width for 90% success, long strip: 52 nm
Assumed incubation time: 7200 s
Seed-window delay h/v: 1000 s
Long-strip blockers with incubation and delay: 0.255
Long-strip success with incubation and delay: 0.775
Ending-strip blockers with delay alone: 0.288
Ending-strip blockers with 45 degree front tilt: 0.288
Assumed active interface layer: 5 nm
Assumed nucleation enhancement in layer: 10 times
Blocker count factor from active layer: 1.45
Long-strip success with active layer: 0.556
Assumed growth activation energy: 2.7 eV
Assumed nucleation activation energy: 5.0 eV
Slope d ln(Lambda)/dT: -0.0175 K^-1
Long-strip blockers at 5 K higher temperature: 0.482
Long-strip blockers at 20 K lower temperature: 0.198
Long-strip success at 20 K lower temperature: 0.821
Anneal time at 20 K lower temperature: 19.3 h
no test failed
```
